# Twisting coordinates of D2d tetrakis(amides): achiral S4 versus chiral D2: test program

```python
"""Twisting coordinates of a D2d tetrakis(amide) M(NR2)4.
Result under test: the four M-N twists span A2 + B1 + E; a pure A2 twist
gives an achiral S4 structure, a pure B1 twist a chiral D2 structure, except
at special angles (multiples of 90 deg; of 30 deg if the MN4 core is regular).
Symbols: twist = right-handed rotation of NR2 about the outward M->N vector;
beta = angle between M-N and the S4 axis z; atoms N1,N2 up, N3,N4 down.
R groups are single points (C atoms). Lengths in angstrom, energies in kJ/mol.
Chirality distance = least rms distance (13 atoms, M superposed) between a
structure and its mirror image over rotations and bonded permutations."""
import itertools
import numpy as np
from scipy.constants import R as GAS_CONSTANT
from scipy.optimize import minimize

D_MN, D_NC, ANGLE_CNC = 1.90, 1.45, 112.0
HALF = np.radians(ANGLE_CNC / 2)
RHO = D_NC * np.sin(HALF)
BETA_REGULAR = np.degrees(np.arccos(1 / np.sqrt(3)))
BETA_DISTORTED = 57.5
LJ_EPS, LJ_SIGMA, TEMPERATURE = 0.8, 3.8, 330.0

A2 = np.array([1, 1, -1, -1.0])
B1 = np.array([1, 1, 1, 1.0])
EA = np.array([1, -1, 0, 0.0])
EB = np.array([0, 0, 1, -1.0])


def frames(beta, perpendicular=False):
    """Outward bond vectors n and reference directions u of the C-C line."""
    s, c = np.sin(np.radians(beta)), np.cos(np.radians(beta))
    q = s / np.sqrt(2)
    n = np.array([[q, q, c], [-q, -q, c], [q, -q, -c], [-q, q, -c]])
    z = np.array([0, 0, 1.0])
    u = z - n * (n @ z)[:, None]
    u /= np.linalg.norm(u, axis=1)[:, None]
    if perpendicular:
        u = np.cross(n, u)
    return n, u, np.cross(n, u)


def build(frame, twist, tilt=None):
    """Coordinates of 4 N then 8 C; twist and tilt in radians."""
    n, u, w = frame
    ct, st = np.cos(twist)[:, None], np.sin(twist)[:, None]
    line = ct * u + st * w
    axis = n
    if tilt is not None:
        axis = np.cos(tilt)[:, None] * n
        axis = axis + np.sin(tilt)[:, None] * np.cross(n, line)
    mid = D_MN * n + D_NC * np.cos(HALF) * axis
    out = np.empty((12, 3))
    out[:4] = D_MN * n
    out[4::2] = mid - RHO * line
    out[5::2] = mid + RHO * line
    return out


def read_twists(xyz, frame):
    """Measure the four twists from coordinates, whatever the atom order."""
    n, u, w = frame
    result = np.zeros(4)
    for k in range(4):
        i = int(np.argmax(n @ xyz[k]))
        assert np.allclose(xyz[k], D_MN * n[i], atol=1e-10)
        d = xyz[5 + 2 * k] - xyz[4 + 2 * k]
        angle = np.arctan2(d @ w[i], d @ u[i])
        result[i] = (angle + np.pi / 2) % np.pi - np.pi / 2
    return result


PERMS = []
for sigma in itertools.permutations(range(4)):
    for flips in itertools.product((0, 1), repeat=4):
        p = list(sigma)
        for i in range(4):
            p += [4 + 2 * sigma[i] + flips[i], 4 + 2 * sigma[i] + 1 - flips[i]]
        PERMS.append(p)
PERMS = np.array(PERMS)


def best_fits(xyz, sign):
    """Best orthogonal matrix of given determinant for every permutation."""
    target = xyz[PERMS]
    left, _, right = np.linalg.svd(np.einsum('pka,kb->pab', target, xyz))
    left = left.copy()
    left[:, :, 2] *= (sign * np.sign(np.linalg.det(left @ right)))[:, None]
    ops = left @ right
    diff = np.einsum('pab,kb->pka', ops, xyz) - target
    return ops, np.sqrt((diff ** 2).sum(axis=(1, 2)) / 13)


def chirality(xyz):
    return best_fits(xyz, -1)[1].min()


def point_group(xyz, tol=1e-7):
    traces = {}
    for sign in (1, -1):
        ops, dist = best_fits(xyz, sign)
        traces[sign] = [int(round(np.trace(o))) for o in ops[dist < tol]]
    proper, improper = sorted(traces[1]), sorted(traces[-1])
    known = {((3,), ()): 'C1', ((-1, 3), ()): 'C2', ((3,), (1,)): 'Cs',
             ((-1, -1, -1, 3), ()): 'D2', ((-1, 3), (-1, -1)): 'S4',
             ((-1, 3), (1, 1)): 'C2v',
             ((-1, -1, -1, 3), (-1, -1, 1, 1)): 'D2d'}
    key = (tuple(proper), tuple(improper))
    return known.get(key, 'order %d' % (len(proper) + len(improper)))


# ---- the group D2d, generated from S4(z) and C2'(x) ----
S4_OP = np.array([[0, -1, 0], [1, 0, 0], [0, 0, -1.0]])
C2X_OP = np.diag([1.0, -1, -1])
group = [np.eye(3)]
grown = True
while grown:
    grown = False
    for g in list(group):
        for h in (S4_OP, C2X_OP):
            new = h @ g
            if not any(np.allclose(new, k) for k in group):
                group.append(new)
                grown = True
assert len(group) == 8


def op_class(g):
    if np.linalg.det(g) > 0:
        if np.trace(g) > 2:
            return 'E'
        return 'C2' if g[2, 2] > 0 else "C2'"
    return 'S4' if np.trace(g) < 0 else 'sd'


CLASSES = ['E', 'S4', 'C2', "C2'", 'sd']
TABLE = {'A1': [1, 1, 1, 1, 1], 'A2': [1, 1, 1, -1, -1],
         'B1': [1, -1, 1, 1, -1], 'B2': [1, -1, 1, -1, 1],
         'E': [2, 0, -2, 0, 0]}


def char(irrep, g):
    return TABLE[irrep][CLASSES.index(op_class(g))]


for a in TABLE:
    for b in TABLE:
        overlap = sum(char(a, g) * char(b, g) for g in group) / 8
        assert overlap == (1 if a == b else 0)
# a pseudoscalar, with characters det(g), belongs to B1
assert all(round(np.linalg.det(g)) == char('B1', g) for g in group)

# ---- representation measured by moving twisted structures in space ----
for beta in (BETA_REGULAR, BETA_DISTORTED):
    for perpendicular in (False, True):
        fr = frames(beta, perpendicular)
        assert point_group(build(fr, np.zeros(4))) == 'D2d'
        reps = []
        for g in group:
            cols = [read_twists(build(fr, 0.2 * e) @ g.T, fr) / 0.2
                    for e in np.eye(4)]
            reps.append(np.array(cols).T)
        for g, rep in zip(group, reps):
            fixed = sum(np.allclose(g @ v, v) for v in fr[0])
            assert abs(np.trace(rep) - np.linalg.det(g) * fixed) < 1e-9
        counts = {a: sum(char(a, g) * np.trace(r)
                         for g, r in zip(group, reps)) / 8 for a in TABLE}
        for a, expected in zip(TABLE, (0, 1, 1, 0, 1)):
            assert abs(counts[a] - expected) < 1e-9
        proj = {a: TABLE[a][0] / 8 * sum(char(a, g) * r
                for g, r in zip(group, reps)) for a in TABLE}
        assert np.allclose(proj['A2'], np.outer(A2, A2) / 4, atol=1e-9)
        assert np.allclose(proj['B1'], np.outer(B1, B1) / 4, atol=1e-9)
        e_space = (np.outer(EA, EA) + np.outer(EB, EB)) / 2
        assert np.allclose(proj['E'], e_space, atol=1e-9)
        keep = {}
        for name, v in (('A2', A2), ('B1', B1)):
            keep[name] = sorted(op_class(g) for g, r in zip(group, reps)
                                if np.allclose(r @ v, v, atol=1e-9))
        assert keep['A2'] == sorted(['E', 'S4', 'S4', 'C2'])
        assert keep['B1'] == sorted(['E', 'C2', "C2'", "C2'"])
characters = [np.trace(reps[[op_class(g) for g in group].index(c)])
              for c in CLASSES]

# ---- point groups found by permutation search at finite twist ----
regular, distorted = frames(BETA_REGULAR), frames(BETA_DISTORTED)
rad = np.radians
for fr, special in ((regular, 30), (distorted, 90)):
    for deg in (2, 15, 20, 30, 45, 60, 75, 90):
        xa, xb = build(fr, rad(deg) * A2), build(fr, rad(deg) * B1)
        assert point_group(xa) == ('D2d' if deg % 90 == 0 else 'S4')
        assert chirality(xa) < 1e-9
        assert point_group(xb) == ('D2d' if deg % special == 0 else 'D2')
        assert (chirality(xb) < 1e-9) == (deg % special == 0)

mixed = {'E one component': 20 * EA, 'E equal components': 20 * (EA + EB),
         'E unequal components': 20 * EA + 11 * EB,
         'A2 with B1': 20 * A2 + 7 * B1}
mixed_groups = {k: point_group(build(distorted, rad(v)))
                for k, v in mixed.items()}
assert list(mixed_groups.values()) == ['Cs', 'C2', 'C1', 'C2']

# ---- closed form of the chirality distance ----
PREFACTOR = 2 * RHO * np.sqrt(8 / 13)
for deg in np.arange(0, 91, 5):
    law = PREFACTOR * min(abs(np.sin(rad(deg - 30 * k))) for k in range(7))
    assert abs(chirality(build(regular, rad(deg) * B1)) - law) < 1e-8
for deg in (2, 5, 10):
    law = PREFACTOR * np.sin(rad(deg))
    assert abs(chirality(build(distorted, rad(deg) * B1)) - law) < 1e-8


# ---- a pair pseudoscalar built from bond vectors and C-C directions ----
def pair_pseudoscalar(frame, twist):
    xyz = build(frame, twist)
    n = xyz[:4] / D_MN
    d = (xyz[5::2] - xyz[4::2]) / (2 * RHO)
    total = 0.0
    for i, j in itertools.combinations(range(4), 2):
        r = n[i] - n[j]
        total += (d[i] @ r) * (d[j] @ r) * (np.cross(d[i], d[j]) @ r)
    return total


def slope(frame, v, h=1e-4):
    return (pair_pseudoscalar(frame, h * v)
            - pair_pseudoscalar(frame, -h * v)) / (2 * h)


for beta in (50.0, BETA_REGULAR, BETA_DISTORTED, 65.0):
    s2 = np.sin(rad(beta)) ** 2
    fr = frames(beta)
    assert abs(slope(fr, B1) - 8 * s2 * (1 - s2) * (3 * s2 - 2)) < 1e-5
    assert max(abs(slope(fr, v)) for v in (A2, EA, EB)) < 1e-8
for deg in (10, 15, 40):
    assert abs(pair_pseudoscalar(regular, rad(deg) * B1)) < 1e-10
    assert abs(pair_pseudoscalar(distorted, rad(deg) * A2)) < 1e-10

# ---- model energy: methyl-methyl Lennard-Jones between different amides ----
PAIRS = np.array([(i, j) for i in range(8) for j in range(i + 1, 8)
                  if i // 2 != j // 2])


def energy(twist, frame):
    c = build(frame, np.asarray(twist))[4:]
    r2 = ((c[PAIRS[:, 0]] - c[PAIRS[:, 1]]) ** 2).sum(axis=1)
    x = (LJ_SIGMA ** 2 / r2) ** 3
    return 4 * LJ_EPS * np.sum(x * x - x)


def hessian(t0, frame, h=1e-3):
    unit = h * np.eye(4)
    out = np.zeros((4, 4))
    for i in range(4):
        for j in range(4):
            if i == j:
                out[i, i] = (energy(t0 + unit[i], frame)
                             + energy(t0 - unit[i], frame)
                             - 2 * energy(t0, frame)) / h ** 2
            else:
                out[i, j] = sum(a * b * energy(t0 + a * unit[i] + b * unit[j],
                                               frame)
                                for a in (1, -1) for b in (1, -1)) / (4 * h * h)
    return out


BASIS = np.array([A2 / 2, B1 / 2, EA / np.sqrt(2), EB / np.sqrt(2)]).T
curvatures, reference_energy = {}, {}
for name, perpendicular in (('in sigma_d', False), ('perp. to sigma_d', True)):
    fr = frames(BETA_REGULAR, perpendicular)
    for frame in (fr, frames(BETA_DISTORTED, perpendicular)):
        for e in np.eye(4):
            grad = (energy(1e-4 * e, frame) - energy(-1e-4 * e, frame)) / 2e-4
            assert abs(grad) < 1e-6
        hb = BASIS.T @ hessian(np.zeros(4), frame) @ BASIS
        assert np.abs(hb - np.diag(np.diag(hb))).max() < 1e-3
        assert abs(hb[2, 2] - hb[3, 3]) < 1e-3
        if frame is fr:
            curvatures[name] = np.diag(hb)
    reference_energy[name] = energy(np.zeros(4), fr)

rng = np.random.default_rng(7)
runs = [minimize(energy, rng.uniform(-np.pi / 2, np.pi / 2, 4),
                 args=(regular,), method='BFGS', options={'gtol': 1e-5})
        for _ in range(40)]
best = min(runs, key=lambda r: r.fun)
best_twist = best.x
best_group = point_group(build(regular, best_twist), tol=1e-3)
hits = sum(r.fun < best.fun + 1e-4 for r in runs)
assert hits >= 2
assert best.fun <= min(reference_energy.values()) + 1e-6
best_modes = np.linalg.eigvalsh(hessian(best_twist, regular))
assert best_modes[0] > 0
RT = GAS_CONSTANT * TEMPERATURE / 1000
thermal = np.degrees(np.sqrt(RT * np.sum(1 / best_modes) / 4))

tilt = rad(np.array([5.0, 0, 0, 0]))
tilt_chirality = chirality(build(regular, rad(20) * A2, tilt))
assert tilt_chirality > 1e-3

# ---- output ----
print('M-N, N-C distances (angstrom): %.2f %.2f' % (D_MN, D_NC))
print('C-N-C angle (deg): %.1f' % ANGLE_CNC)
print('C distance from M-N axis, rho (angstrom): %.4f' % RHO)
print('N1-M-N2 angle, regular / distorted core (deg): %.2f %.2f'
      % (2 * BETA_REGULAR, 2 * BETA_DISTORTED))
print("characters of twists for E,S4,C2,C2',sigma_d:",
      *[int(round(x)) for x in characters])
print('multiplicities:', ', '.join('%s %d' % (k, round(v))
                                   for k, v in counts.items()))
print('bonded permutations searched:', len(PERMS))
print('twist(deg) | A2 group | B1 group, chirality distance (angstrom)')
for label, fr in (('regular', regular), ('distorted', distorted)):
    for deg in (5, 10, 15, 20, 30, 45, 60, 90):
        xa, xb = build(fr, rad(deg) * A2), build(fr, rad(deg) * B1)
        print('%-9s core %2d | %-3s | %-3s %.4f' % (
            label, deg, point_group(xa), point_group(xb),
            abs(round(chirality(xb), 6))))
for key, value in mixed_groups.items():
    print('group, distorted core, %s: %s' % (key, value))
print('pair pseudoscalar B1 slope, distorted core (1/rad): %.4f'
      % slope(distorted, B1))
print('pair pseudoscalar B1 slope, regular core (1/rad): %.4f'
      % abs(round(slope(regular, B1), 6)))
print('Lennard-Jones epsilon (kJ/mol), sigma (angstrom): %.2f %.2f'
      % (LJ_EPS, LJ_SIGMA))
for name in curvatures:
    print('regular core, NC2 %s: curvature A2, B1, E (kJ/mol/rad^2):' % name,
          '%.1f %.1f %.1f' % tuple(curvatures[name][:3]))
    print('  energy above lowest structure (kJ/mol): %.2f'
          % (reference_energy[name] - best.fun))
print('lowest model structure: group %s, found in %d of %d searches'
      % (best_group, hits, len(runs)))
print('  twists from NC2 in sigma_d (deg):', *['%.2f' % x for x in
      (np.degrees(best_twist) + 90) % 180 - 90])
print('  chirality distance (angstrom): %.4f'
      % abs(round(chirality(build(regular, best_twist)), 4)))
print('  twist curvatures (kJ/mol/rad^2):', *['%.1f' % x for x in best_modes])
print('temperature (K), RT (kJ/mol): %.0f %.3f' % (TEMPERATURE, RT))
print('harmonic thermal rms twist per M-N bond (deg): %.1f' % thermal)
print('A2 twist 20 deg, one NC2 tilted 5 deg: chirality distance'
      ' (angstrom): %.4f' % tilt_chirality)
print('ALL CHECKS PASSED')
```

Printed output:

```
M-N, N-C distances (angstrom): 1.90 1.45
C-N-C angle (deg): 112.0
C distance from M-N axis, rho (angstrom): 1.2021
N1-M-N2 angle, regular / distorted core (deg): 109.47 115.00
characters of twists for E,S4,C2,C2',sigma_d: 4 0 0 0 -2
multiplicities: A1 0, A2 1, B1 1, B2 0, E 1
bonded permutations searched: 384
twist(deg) | A2 group | B1 group, chirality distance (angstrom)
regular   core  5 | S4  | D2  0.1644
regular   core 10 | S4  | D2  0.3275
regular   core 15 | S4  | D2  0.4881
regular   core 20 | S4  | D2  0.3275
regular   core 30 | S4  | D2d 0.0000
regular   core 45 | S4  | D2  0.4881
regular   core 60 | S4  | D2d 0.0000
regular   core 90 | D2d | D2d 0.0000
distorted core  5 | S4  | D2  0.1644
distorted core 10 | S4  | D2  0.3275
distorted core 15 | S4  | D2  0.4881
distorted core 20 | S4  | D2  0.3914
distorted core 30 | S4  | D2  0.2133
distorted core 45 | S4  | D2  0.5256
distorted core 60 | S4  | D2  0.1983
distorted core 90 | D2d | D2d 0.0000
group, distorted core, E one component: Cs
group, distorted core, E equal components: C2
group, distorted core, E unequal components: C1
group, distorted core, A2 with B1: C2
pair pseudoscalar B1 slope, distorted core (1/rad): 0.2200
pair pseudoscalar B1 slope, regular core (1/rad): 0.0000
Lennard-Jones epsilon (kJ/mol), sigma (angstrom): 0.80 3.80
regular core, NC2 in sigma_d: curvature A2, B1, E (kJ/mol/rad^2): -263.1 -256.5 -106.5
  energy above lowest structure (kJ/mol): 64.60
regular core, NC2 perp. to sigma_d: curvature A2, B1, E (kJ/mol/rad^2): -26.8 181.2 80.3
  energy above lowest structure (kJ/mol): 16.31
lowest model structure: group S4, found in 40 of 40 searches
  twists from NC2 in sigma_d (deg): 17.15 -77.15 -77.15 17.15
  chirality distance (angstrom): 0.0000
  twist curvatures (kJ/mol/rad^2): 16.3 16.3 45.9 58.0
temperature (K), RT (kJ/mol): 330 2.744
harmonic thermal rms twist per M-N bond (deg): 19.1
A2 twist 20 deg, one NC2 tilted 5 deg: chirality distance (angstrom): 0.0371
ALL CHECKS PASSED
```
